Hartree–Fock, MP2 and GGA interactions in a model Au+ dimer, part 1

(Sections cited here and not found follow in the second part.)

**Definitions and conventions**

Hartree atomic units are used; interaction energies are in millihartree (mEh). The interaction energy of monomers A and B at nuclear distance R along the z axis is the dimer energy minus the two monomer energies, so attraction is negative. Aurophilic attraction is the attraction between two closed-shell Au(I) centres, formally 5d10. In complexes it holds the atoms roughly 3 Å apart with a binding of roughly 30 kJ/mol (rough sizes only).

The model dimer is two spherical Au+ ions, described with the scalar-relativistic def2 effective core potential (ECP; 5s, 5p and 5d explicit) and the def2-SVP basis plus one f function of exponent 0.20. Four assumptions define it. The monopole repulsion 1/R and the induction caused by the ionic charges are left out, on the premise that anionic ligands cancel the monopole field. In the overlap region the monomer orbitals are frozen. Response and correlation are computed for the ten 5d electrons, with 5s5p frozen and 27 virtual orbitals (only the two lowest virtual s orbitals are kept). Dispersion is cut at the R⁻⁶ term. The two-electron ion Li+, in an even-tempered 6s4p basis, is the contrasting case.

Orbitals are real. Indices i, j label occupied and a, b virtual spatial orbitals, a prime marks monomer B, Δ_ia = ε_a − ε_i is a Hartree–Fock (HF) orbital gap, z_ia = ⟨i|z|a⟩ with the origin at the monomer's nucleus, and (pq|rs) = ∫∫ p(1)q(1) r₁₂⁻¹ r(2)s(2). A field F along z adds +F z for each electron, and the polarizability α is defined by ⟨z⟩ = −αF.

Three claims are examined: that HF gives no attraction, that MP2 overestimates the attraction, and that GGA results depend strongly on the functional. Each needs conditions. HF lacks dispersion but keeps electrostatics and induction, so the absence of attraction can be relied on only when permanent multipoles play no part; when present they contribute with either sign. The error of MP2 in dispersion has no fixed sign: it is positive for Au+ and negative for Li+. A GGA has no R⁻⁶ term, and its overlap energy depends on a part of the enhancement factor that the small-gradient expansion leaves open. The numbers below come from the numerical check together with its output.

**The dispersion coefficient**

Without overlap, the leading coupling between the electrons of two centres is the dipole–dipole term [d·d′ − 3 d_z d′_z]/R³. With d = −r the two minus signs cancel:

V = (x x′ + y y′ − 2 z z′)/R³  (1)

where x, y, z are sums over the electrons of A. Take first a single component, V = λ z z′. The first-order energy λ⟨z⟩⟨z′⟩ vanishes for spherical monomers. Inverting the coordinates of A alone leaves the monomer Hamiltonians unchanged and turns λ into −λ, so the energy is even in λ and all odd orders vanish. With exact monomer states n, m of excitation energies ω_n, ω_m,

E2 = −λ² Σ_nm |z_0n|² |z′_0m|² / (ω_n + ω_m)  (2)

For the full operator (1), cross terms such as Σ⟨0|x|n⟩⟨n|z|0⟩ over a degenerate level vanish by spherical symmetry and the three diagonal terms are equal, so the squared coefficients add to 1 + 1 + 4 = 6. With E = −C6/R⁶,

C6 = 6 Σ_nm |z_0n|²|z′_0m|²/(ω_n + ω_m),  E2(λ) = −λ² C6/6  (3)

The denominator separates through an integral. Partial fractions give 1/[(a²+ω²)(b²+ω²)] = [1/(a²+ω²) − 1/(b²+ω²)]/(b²−a²), and ∫₀^∞ dω/(a²+ω²) = π/2a, so the integral of the product is (π/2)(1/a − 1/b)/(b²−a²) = π/[2ab(a+b)]. Hence 1/(a+b) = (2/π)∫₀^∞ ab dω/[(a²+ω²)(b²+ω²)]. The polarizability at imaginary frequency is α(iω) = Σ f_n/(ω_n²+ω²) with f_n = 2ω_n|z_0n|². Inserting both in (3), the prefactor is 6 × (2/π) × (1/4) = 3/π, and for identical monomers

C6 = (3/π) ∫₀^∞ α(iω)² dω = (3/2) Σ_nm f_n f_m / [ω_n ω_m (ω_n + ω_m)]  (4)

These are the Casimir–Polder and London forms. Equation (3) also offers a way to read C6 off any wavefunction method: build the Hamiltonian of two non-overlapping monomers whose only cross integrals are (pq|r′s′) = λ z_pq z_r′s′, and divide the energy shift by −λ²/6. The quartic error can be estimated from two oscillators of frequency ω: the coupling shifts the squared frequencies to ω²(1 ± λα), and the zero-point shift is (ω/2)[√(1+x) + √(1−x) − 2] = −(ωx²/8)(1 + 5x²/16 + …) with x = λα. For Au+, x = 0.00542 × 11.07 = 0.060, so the oscillator estimate of the quartic term is about 0.1 % of the quadratic one. This gives the order of magnitude only: for Li+ at the same x, fourth-order perturbation theory in full CI (not printed by the program) gives 0.2 %.

**Mean-field response**

One set of matrices controls both the HF result and the MP2 error. Let γ be the projector on the occupied spatial orbitals. The closed-shell energy is

E = 2 Σ h_pq γ_qp + Σ γ_pq γ_rs [2(pq|rs) − (ps|rq)]  (5)

Rotate each occupied orbital, i → i + Σ_a c_ia a, with c = κ + iη. The first-order change γ1 has only occupied–virtual elements. The condition γ² = γ at second order fixes the diagonal blocks of γ2 as −cc† (occupied) and +c†c (virtual). Terms linear in an occupied–virtual block are multiplied by the Fock element F_ia = 0. The second-order energy is then 2 tr(Fγ2) = 2Σ Δ_ia|c_ia|² plus the two-electron term of (5) with γ1 in both places.

For a real rotation γ1_ia = γ1_ai = κ_ia. The four placements (ia or ai) × (jb or bj) give 2 × 4 (ia|jb) = 8(ia|jb) in the Coulomb term and (ib|ja) + (ij|ab) + (ij|ab) + (ib|ja) in the exchange term. For an imaginary rotation γ1_ai = iη_ia = −γ1_ia. The density does not change, so the Coulomb term is zero; in the exchange term the two placements that give (ib|ja) carry (∓i)² = −1 and the two that give (ij|ab) carry (−i)(i) = +1. Terms mixing κ and η would be imaginary and cancel. Therefore

E(2) = 2 κᵀPκ + 2 ηᵀQη  (6)

P = Δ + 4(ia|jb) − (ij|ab) − (ib|ja),  Q = Δ − (ij|ab) + (ib|ja)  (7)

with Δ the diagonal matrix of gaps. The dipole is ⟨z⟩ = 2 tr(zγ1) = 4 zᵀκ. The dynamics follow from the Lagrangian ⟨Φ|i∂t|Φ⟩ − E. Its first term is 2Σ i c*ċ (two spins), and i(κ − iη)(κ̇ + iη̇) = ηκ̇ − κη̇ plus a total derivative, which equals 2ηκ̇ up to another. So L = 4ηᵀκ̇ − 2κᵀPκ − 2ηᵀQη − 4F zᵀκ. Varying η gives κ̇ = Qη, and varying κ gives η̇ = −Pκ − Fz. Eliminating η, Q⁻¹κ̈ = −Pκ − Fz. Imaginary frequency means a time dependence e^{ωt}, so (P + ω²Q⁻¹)κ = −Fz and

α(iω) = 4 zᵀ [P + ω² Q⁻¹]⁻¹ z  (8)

This is time-dependent HF (TDHF). Only pairs ia of odd parity couple to z, and parity decouples them from the rest, so (8) is evaluated in that block. For 5d10 these are d→p and d→f. The d→s excitation is dipole-forbidden in the spherical ion, so the relativistically small 5d–6s gap does not enter C6 at this level; it stays dipole-forbidden in a centrosymmetric ligand field and can act directly only when the ligands remove the inversion centre at the metal. The program tests (8) at ω = 0 against a finite-field SCF (both 11.07 for Au+, both 0.1899 for Li+) and tests the quadrature in (4) against the London sum.

**Why HF gives no attraction**

At long range, an HF wavefunction of the coupled dimer is an antisymmetrized product of monomer determinants, and no exchange integral connects A and B, so ⟨V⟩ = λ μ_A μ_B with μ = ⟨z⟩. Dispersion requires a correlated part ⟨z z′⟩ − ⟨z⟩⟨z′⟩, which is zero in a product. (Since dE/dλ = ⟨z z′⟩, equation (3) makes λ times this part twice the dispersion energy at leading order; half of it is spent on deforming the monomers.) The monomers could still polarize each other. The cheapest rotation with a given μ = 4zᵀκ minimizes 2κᵀPκ under that constraint; a Lagrange multiplier gives κ ∝ P⁻¹z, the constraint with α = 4zᵀP⁻¹z gives κ = μP⁻¹z/α, and the cost is 2μ²(α/4)/α² = μ²/2α. To second order in the dipoles,

E = μ_A²/2α + μ_B²/2α + λ μ_A μ_B  (9)

The combinations μ_A ± μ_B have curvatures 1/α ± λ. For |λ|α < 1 both are positive, μ = 0 is a minimum, and the HF energy on this branch does not depend on λ at any order. At |λ|α = 1 the unpolarized solution becomes unstable. The argument is local and covers the dipolar rotations only. The strongest component of (1) has |λ| = 2/R³; at R = 5.5 bohr, |λ|α = 2 × 11.07/166.4 = 0.13, far from the instability. The program tests both statements: an SCF at λα = 0.06 started from oppositely polarized monomers returns to an interaction below 10⁻⁸ Eh, and the lowest eigenvalue of the dimer Hessian changes sign between λα = 0.99 and 1.01.

The condition of no permanent multipoles matters. A bare unit charge on the partner would give each ion −α/2R⁴, together −11.07/5.5⁴ = −12 mEh at 5.5 bohr from the dipole polarizability alone (the terms beyond it add several mEh at this distance), an attraction that HF does describe and that exceeds the dispersion term at that distance. In a complex, the ligand multipoles that remain contribute at the HF level with either sign, depending on the geometry.

With overlap, the frozen-monomer (Heitler–London) determinant is built from the occupied orbitals of both ions. A determinant changes only by a factor under a non-singular mixing of its orbitals, so they may be orthonormalized. With C the coefficients and S the basis overlap matrix, the density matrix is D = 2C(CᵀSC)⁻¹Cᵀ. Define

E_HL = E_HF[D] − 2E_mono − 1/R = E_pen + E_Pauli  (10)

E_pen is the classical Coulomb interaction of the undeformed ions less 1/R; it is nonzero only because the clouds penetrate, and here it includes the action of each ECP on the partner's density. E_Pauli is the remainder, caused by antisymmetrization. For one orbital per centre with overlap s_ab > 0, inverting the 2 × 2 overlap matrix gives

ρ = 2[a² + b² − 2 s_ab ab]/(1 − s_ab²)

At the midpoint a = b and ρ = 4a²/(1 + s_ab), less than the superposed 4a²: charge leaves the bond region. The same matrix gives the kinetic change

ΔT = 2(2T_aa − 2 s_ab T_ab)/(1 − s_ab²) − 4T_aa = 4 s_ab (s_ab T_aa − T_ab)/(1 − s_ab²)

which is positive when T_ab < s_ab T_aa. In the tails −½∇²b ≈ −(k²/2)b for a decay e^{−kr}, a negative contribution that keeps T_ab small; for the 5dσ pair of Au+ in an uncontracted basis (not printed by the program) T_ab is positive but far below s_ab T_aa, about 0.01 against 0.12 at 5.5 bohr and about 0.001 or less against 0.04 at 7.0 bohr, the small T_ab being sensitive to the basis. All these terms are of second order in the overlap. The sign of the total is not a theorem, since penetration and the exchange integrals are attractive, and the program asserts E_HL > 0 and E_Pauli > 0 at three distances (mEh):

R = 5.5 bohr: E_pen −4.62, E_Pauli 11.94, E_HL 7.32
R = 6.25 bohr: E_pen −1.04, E_Pauli 2.38, E_HL 1.34
R = 7.0 bohr: E_pen −0.19, E_Pauli 0.44, E_HL 0.25

Penetration cancels about 40 % of the Pauli term. An exponential A e^{−bR} through the outer points has b = ln(7.324/0.250)/1.5 = 2.25 bohr⁻¹ and A = 1757 Eh, and it reproduces the unused middle point to 1.0 % of its value. These values belong to the split-valence basis and are not converged: an uncontracted, larger spd basis (def2-QZVP primitives plus a diffuse d; not printed by the program) gives E_HL ≈ 7.0, 1.40 and 0.28 mEh at the three distances, hence b ≈ 2.16 bohr⁻¹ and A ≈ 1000 Eh. The squared overlap of exponential tails would decay as e^{−2kR}, with k = √(2 × 0.7654) = 1.237 from the 5d orbital energy, that is 2k = 2.47. That power-law prefactors account for the smaller b is a conjecture. Short-range orbital relaxation, which can only lower the HF energy, is outside the model. Frozen monomers carry no basis-set superposition error; in a supermolecular HF calculation that error also lowers the dimer energy and so imitates an attraction: in the def2-SVP + f basis by 0.15 mEh at 7.0 bohr (not printed by the program), against E_HL = 0.25 mEh.

**What MP2 computes**

The coupling changes the Fock matrix of A by 2λ z_pq Σ_j′ z_j′j′ = 0, so orbitals and gaps are those of the monomers. The closed-shell MP2 energy is −Σ (ia|jb)[2(ia|jb) − (ib|ja)]/(Δ_ia + Δ_jb). The terms that depend on λ have ia on one centre and jb on the other, which happens in two ways, and their exchange partner (ib′|j′a) vanishes without overlap. Thus

E_MP2(λ) − E_MP2(0) = −4λ² Σ z_ia² z_j′b′² /(Δ_ia + Δ_j′b′),  C6(MP2) = 24 Σ z_ia² z_j′b′²/(Δ_ia + Δ_j′b′)  (11)

Setting P = Q = Δ in (8) gives α0(iω) = 4Σ z_ia² Δ_ia/(Δ_ia² + ω²), with poles at Δ and strengths f = 4Δz². The London form (4) then gives (3/2) × 16 = 24 times the same sum. MP2 dispersion is therefore the dispersion of the uncoupled HF response, in which an excited electron neither feels its hole nor screens the field for the others. The program confirms the equality to 10⁻⁶ with the MP2 energy of the coupled dimer.

**The sign of the MP2 error**

Two kernels are missing from α0. The Coulomb kernel K = (ia|jb) enters P only. For any vector x, xᵀKx is the Coulomb self-energy of the charge Σ x_ia i(r)a(r), which is non-negative. For a positive definite M, zᵀM⁻¹z = max_x [2zᵀx − xᵀMx], as follows from completing the square. Adding 4K to M lowers the bracket for every x and hence its maximum. The Coulomb kernel alone lowers α(iω) at every ω, and C6 with it.

The exchange kernel contains the electron–hole attraction (ii|aa) and enters both matrices. It acts differently at low and high frequency. At ω = 0 only P matters. For ω → ∞, (8) tends to 4zᵀQz/ω², so the total oscillator strength is 4zᵀQz and the Coulomb kernel drops out. This strength obeys a sum rule. Multiplying the determinant by exp(iτΣz) gives a determinant with η = τz at first order; for a local Hamiltonian and real orbitals this boost raises the energy by Nτ²/2 for N electrons, and (6) gives 2τ²zᵀQz. Hence 4zᵀQz = N in a complete basis with all electrons responding, which is the Thomas–Reiche–Kuhn rule, while the uncoupled strength is

4zᵀΔz = N + 4zᵀ[(ij|ab) − (ib|ja)]z  (12)

The diagonal elements of the bracket are non-negative, because (ii|aa) − (ia|ia) = ½∫∫[i(1)a(2) − a(1)i(2)]²/r₁₂. Where they dominate, the uncoupled response carries too much oscillator strength. The rule applies to all electrons together. For the ten 5d electrons alone, with 5s5p frozen and an ECP, it does not hold: direct evaluation (not printed by the program) gives 4zᵀQz ≈ 17 for Au+, whereas Li+ gives 2.00.

A one-pole reading combines the two effects. If a single mode carries the response, P, Q and Δ become numbers p, q, Δ; then α(0) = 4z²/p, the pole lies at Ω = √(pq), and (4) gives C6 = (3/4)α²Ω = 12 z⁴ p^{−3/2} q^{1/2}. Therefore

C6(MP2)/C6(TDHF) = (p/Δ)^{3/2} (Δ/q)^{1/2}  (13)

The second factor exceeds one when q < Δ. The first exceeds one when screening outweighs exchange in P. In a schematic shell with n equivalent transitions, all Coulomb elements equal to k_c and a diagonal exchange lowering j, the vector (1, …, 1) is an eigenvector with p = Δ − j + 4n k_c: screening adds coherently over the shell and the electron–hole term does not. This schematic form is an illustration and was not tested as such.

The computed values of α(0) and C6 for Au+ are: uncoupled 12.02 and 128; Coulomb only 7.668 and 61.3; exchange only 22.64 and 257; TDHF 11.07 and 82.3. For Li+: uncoupled 0.1584 and 0.0675; Coulomb only 0.1409 and 0.0559; exchange only 0.2248 and 0.101; TDHF 0.1899 and 0.0772. The program asserts for both ions that the Coulomb kernel lowers α(iω) at every quadrature frequency and that C6 rises in the order Coulomb, uncoupled, exchange.

In the one-pole picture 1/α(0) is proportional to p, so the kernels add in it. For Au+, 1/α0 = 0.0832; the Coulomb kernel adds 0.1304 − 0.0832 = +0.0472 (57 % of 1/α0) and exchange adds 0.0442 − 0.0832 = −0.0390 (47 %). The sum 0.0914 gives α = 10.9 against the TDHF 11.07. For Li+, 1/α0 = 6.31; the shifts are +0.78 (12 %) and −1.86 (30 %), giving α = 0.191 against 0.1899. Additivity holds to about 1 %. Screening wins narrowly in the ten-electron shell and loses clearly in the two-electron one.

The static balance explains only a small part of the gold result. The ratio C6(MP2)/C6(TDHF) is 128/82.26 = 1.56, whereas p/Δ = 12.02/11.07 = 1.086 gives a first factor of 1.13. The remaining factor 1.56/1.13 = 1.38 corresponds to q/Δ ≈ 0.53. The exchange-only calculation has the same Q and gives a second estimate: p/Δ = 12.02/22.64 = 0.531, (p/Δ)^{−3/2} = 2.58, and 257.1/128 = 2.01 = 2.58 √(q/Δ), so q/Δ ≈ 0.60. Both are effective values inferred from (13). The total strengths evaluated directly from the same matrices (not printed by the program) are 4zᵀΔz ≈ 24 and 4zᵀQz ≈ 17, a ratio of 0.71; inserted in (13) this gives 1.13 × 1.19 = 1.34 against the computed 1.56. One pole gives the direction of the effect for Au+ but not its full size. For Li+ the direct strengths are 2.56 and 2.00. The first factor is then (0.1584/0.1899)^{3/2} = 0.76 and the second √(2.56/2.00) = 1.13, with product 0.86 against the computed ratio 0.0675/0.0772 = 0.87. On this reading MP2 has excess oscillator strength in both ions; in Li+ a static polarizability that is too small overcompensates it, and in Au+ screening removes the compensation. A static polarizability only 9 % above TDHF goes with a C6 that is 56 % above it. The values are not converged in the basis, but the ratio is nearly so (not printed by the program): uncontracted def2-QZVP spd with a diffuse d and three f functions raises α(TDHF) to 12.0 and the two C6 values to 134 and 85.9, a ratio of 1.56, or 1.59 with 5s5p responding. The ratio needs an adequate f set: it is 1.17 with only the f of exponent 0.20, and without f it falls below one (12.9 against 15.6).

TDHF is not exact either. The reference is CCSD(T) on the coupled dimer. For Li+ it gives 0.0780 against 0.0781 from a full CI sum over states, a difference of 0.2 % (asserted to 2 %); the CCSD(T) value contains the quartic term, and against full CI at the same λ, 0.0783 (not printed by the program), it is 0.4 % low. For Au+ it gives C6 = 90.8, of which triples supply 90.81 − 82.31 = 8.5. No exact check is available there, and with triples supplying 9 % of the value the error left by higher excitations is not known. That CCSD (82.31) nearly equals TDHF (82.26) is not explained by anything derived here. Relative to CCSD(T), MP2 is 41 % high for Au+ and 13 % low for Li+; the program asserts that MP2 lies above CCSD(T) and TDHF for Au+ and below full CI and TDHF for Li+.

In this model, HF gives no long-range attraction without permanent multipoles and is repulsive at the three overlap distances studied, while MP2 uses the uncoupled response and puts C6 41 % above CCSD(T) for Au+ but 13 % below it for Li+. What remains is the effect of spin–orbit coupling, the step from C6 to the well depth, the behaviour of GGA functionals, and the practical consequences.
